# Counting shortest-path rings in periodic oxide networks without wrapping errors: verification in Python

```python
"""
Shortest-path rings in a periodic corner-sharing oxide network.
Result under test: if every Si-O-Si bridge carries its integer cell translation
and rings and distances are taken in the infinite network, ring counts do not
depend on the cell; ideal beta-cristobalite has twelve six-silicon rings through
each silicon and no shortest-path ring of another size.
Symbols: a node is (atom index, cell translation); L is the number of silicons in
a ring; a shortest-path ring is a simple cycle whose nodes are as far apart in
the network as along the cycle; w is the shortest path from an atom to its image.
neighbours[i] lists (j, translation) for every bridge leaving silicon i.
Lengths are in nm.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.sparse import csr_matrix
from scipy.sparse.csgraph import dijkstra
from scipy.spatial import cKDTree

LATTICE = 0.72        # rough cubic lattice constant, nm
CUTOFF = 0.20         # Si-O bond cutoff, nm
REAL_BOND = 0.16      # rough Si-O length in silica, nm
ZERO = (0, 0, 0)
BONDS = LATTICE / 4 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
FCC = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])


def cubic_sites(n):
    cells = np.array(list(itertools.product(*[range(k) for k in n])))
    return LATTICE * (cells[:, None] + FCC[None]).reshape(-1, 3)


def silica(sites):
    """Silicon positions, oxygen positions and the bridge axis of each oxygen."""
    silicon = np.vstack([sites, sites + BONDS[0]])
    oxygen = (sites[:, None] + BONDS[None] / 2).reshape(-1, 3)
    return silicon, oxygen, np.tile(BONDS, (len(sites), 1))


def build_network(cell, silicon, oxygen):
    """Find bridges from coordinates, with all images; also third Si-O distance."""
    inverse = np.linalg.inv(cell)
    si_frac, o_frac = (silicon @ inverse) % 1, (oxygen @ inverse) % 1
    shifts = np.array(list(itertools.product((-1, 0, 1), repeat=3)))
    images = (si_frac[None] + shifts[:, None]) @ cell
    neighbours = [[] for _ in silicon]
    third = np.inf
    for position in o_frac @ cell:
        distance = np.linalg.norm(images - position, axis=2)
        near = np.argwhere(distance < CUTOFF)
        assert len(near) == 2, "each oxygen must bridge two silicons"
        (s, i), (t, j) = near
        delta = shifts[t] - shifts[s]
        neighbours[i].append((int(j), tuple(int(x) for x in delta)))
        neighbours[j].append((int(i), tuple(int(-x) for x in delta)))
        third = min(third, np.partition(distance.ravel(), 2)[2])
    for links in neighbours:
        assert len(set(links)) == len(links), "edge-sharing tetrahedra"
        links.sort()
    return neighbours, si_frac @ cell, third


def add(s, t):
    return (s[0] + t[0], s[1] + t[1], s[2] + t[2])


def subtract(s, t):
    return (s[0] - t[0], s[1] - t[1], s[2] - t[2])


def search(neighbours, atom, depth):
    """Breadth-first search: distances and all predecessors on shortest paths."""
    start = (atom, ZERO)
    distance, before, layer = {start: 0}, {start: []}, [start]
    for d in range(1, depth + 1):
        following = []
        for node in layer:
            for j, shift in neighbours[node[0]]:
                new = (j, add(node[1], shift))
                if new not in distance:
                    distance[new], before[new] = d, [node]
                    following.append(new)
                elif distance[new] == d:
                    before[new].append(node)
        layer = following
    return distance, before


def find_rings(neighbours, max_size):
    """For each silicon, the list of shortest-path rings through it."""
    searches = [search(neighbours, i, max_size // 2) for i in range(len(neighbours))]

    def is_shortest(ring):
        size = len(ring)
        half = size // 2
        if len(set(ring)) != size:
            return False
        for k in range(size if size % 2 else half):
            u, v = ring[k], ring[(k + half) % size]
            if searches[u[0]][0].get((v[0], subtract(v[1], u[1]))) != half:
                return False
        return True

    found = []
    for distance, before in searches:
        paths, rings = {}, []
        for node, d in distance.items():
            paths[node] = [p + (node,) for u in before[node] for p in paths[u]]
            if d == 0:
                paths[node] = [(node,)]
        for node, d in distance.items():
            if d >= 2 and 2 * d <= max_size:
                for p, q in itertools.combinations(paths[node], 2):
                    ring = p + q[-2:0:-1]
                    if is_shortest(ring):
                        rings.append(ring)
            if d >= 1 and 2 * d + 1 <= max_size:
                for j, shift in neighbours[node[0]]:
                    other = (j, add(node[1], shift))
                    if other > node and distance.get(other) == d:
                        for p in paths[node]:
                            for q in paths[other]:
                                ring = p + q[:0:-1]
                                if is_shortest(ring):
                                    rings.append(ring)
        found.append(rings)
    return found


def count(neighbours, max_size):
    table = np.zeros((len(neighbours), max_size + 1), dtype=int)
    for i, rings in enumerate(find_rings(neighbours, max_size)):
        for ring in rings:
            table[i, len(ring)] += 1
    return table


def per_cell(table):
    totals = table.sum(axis=0)
    sizes = np.maximum(np.arange(len(totals)), 1)
    assert np.all(totals % sizes == 0)
    return totals // sizes


def merge_images(neighbours):
    """The faulty network in which an atom and its images are one node."""
    return [sorted({(j, ZERO) for j, _ in links if j != i})
            for i, links in enumerate(neighbours)]


def wrapping_length(neighbours, depth=8):
    lengths = []
    for i in range(len(neighbours)):
        distance, _ = search(neighbours, i, depth)
        lengths += [d for (j, s), d in distance.items() if j == i and s != ZERO]
    return min(lengths)


def exhaustive_count(graph, root, max_size):
    """Enumerate all simple cycles in an open cluster and test every node pair."""
    degree = np.diff(graph.indptr)
    from_root = dijkstra(graph, indices=root, unweighted=True, limit=max_size)
    assert np.all(degree[from_root <= max_size // 2 + 1] == 4), "cluster too small"
    ball = np.flatnonzero(from_root <= max_size // 2)
    rows = dijkstra(graph, indices=ball, unweighted=True, limit=max_size)
    row_of = {int(node): k for k, node in enumerate(ball)}
    links = {int(u): [int(v) for v in graph.indices[graph.indptr[u]:graph.indptr[u + 1]]]
             for u in ball}
    result = np.zeros(max_size + 1, dtype=int)

    def extend(path):
        size = len(path)
        for v in links[path[-1]]:
            if v == root and size >= 3:
                if all(rows[row_of[path[i]], path[j]] == min(j - i, size - j + i)
                       for i in range(size) for j in range(i + 1, size)):
                    result[size] += 1
            elif size < max_size and v not in path and from_root[v] <= max_size - size:
                extend(path + [v])

    extend([root])
    assert np.all(result % 2 == 0)
    return result // 2


def unroll(neighbours, copies):
    """Open cluster of copies**3 cells, without periodic boundaries."""
    n, rows, columns = len(neighbours), [], []
    for cell in itertools.product(range(copies), repeat=3):
        for i, links in enumerate(neighbours):
            for j, shift in links:
                other = add(cell, shift)
                if min(other) >= 0 and max(other) < copies:
                    rows.append(np.ravel_multi_index(cell, (copies,) * 3) * n + i)
                    columns.append(np.ravel_multi_index(other, (copies,) * 3) * n + j)
    size = n * copies ** 3
    return csr_matrix((np.ones(len(rows)), (rows, columns)), shape=(size, size))


def double_cell(neighbours):
    n = len(neighbours)
    return [[(j + n * ((p + s[0]) % 2), ((p + s[0]) // 2, s[1], s[2]))
             for j, s in neighbours[i]] for p in (0, 1) for i in range(n)]


def switch_bonds(neighbours, number, seed):
    """Replace bridges a-b and c-d around a bridge b-c by a-c and b-d."""
    rng = np.random.default_rng(seed)
    net = [list(links) for links in neighbours]
    done = 0
    while done < number:
        b = int(rng.integers(len(net)))
        c, to_c = net[b][rng.integers(len(net[b]))]
        a, to_a = net[b][rng.integers(len(net[b]))]
        d, c_to_d = net[c][rng.integers(len(net[c]))]
        if len({a, b, c, d}) < 4:
            continue
        a_to_c, b_to_d = subtract(to_c, to_a), add(to_c, c_to_d)
        if (c, a_to_c) in net[a] or (d, b_to_d) in net[b]:
            continue
        for i, j, s in ((a, b, subtract(ZERO, to_a)), (c, d, c_to_d)):
            net[i].remove((j, s))
            net[j].remove((i, subtract(ZERO, s)))
        for i, j, s in ((a, c, a_to_c), (b, d, b_to_d)):
            net[i].append((j, s))
            net[j].append((i, subtract(ZERO, s)))
        done += 1
    return net


def longest_link(neighbours, positions, cell):
    return max(np.linalg.norm(positions[j] + np.array(s) @ cell - positions[i])
               for i, links in enumerate(neighbours) for j, s in links)


# Ideal crystal in three cells: 2, 8 and 64 silicons
primitive_cell = LATTICE / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
cubic_cell, big_cell = LATTICE * np.eye(3), 2 * LATTICE * np.eye(3)
primitive, primitive_pos, _ = build_network(primitive_cell, *silica(np.zeros((1, 3)))[:2])
cubic, _, _ = build_network(cubic_cell, *silica(cubic_sites((1, 1, 1)))[:2])
silicon, oxygen, axes = silica(cubic_sites((2, 2, 2)))
big, big_pos, next_shell = build_network(big_cell, silicon, oxygen)
expected = np.zeros(13, dtype=int)
expected[6] = 12
ideal = count(big, 10)
assert np.all(count(primitive, 12) == expected)
assert np.all(count(cubic, 10) == expected[:11])
assert np.all(ideal == expected[:11])

# Independent count in a cluster built from distances alone, no periodicity
cluster = silica(cubic_sites((5, 5, 5)))[0]
pairs = cKDTree(cluster).query_pairs(0.35, output_type="ndarray")
pairs = np.vstack([pairs, pairs[:, ::-1]])
cluster_graph = csr_matrix((np.ones(len(pairs)), (pairs[:, 0], pairs[:, 1])),
                           shape=(len(cluster),) * 2)
centre = int(np.argmin(np.linalg.norm(cluster - 2.3 * LATTICE, axis=1)))
open_count = exhaustive_count(cluster_graph, centre, 10)
assert np.all(open_count == expected[:11])

# Graph distance equals the sum of absolute bond-label numbers
system = np.vstack([BONDS.T / LATTICE, np.ones(4)])
for (j, s), d in search(primitive, 0, 6)[0].items():
    step = (primitive_pos[j] + np.array(s) @ primitive_cell - primitive_pos[0]) / LATTICE
    labels = np.linalg.solve(system, np.append(step, j))
    assert np.allclose(labels, np.round(labels), atol=1e-8)
    assert d == round(np.abs(labels).sum())

# Opposite bonds of each six-ring cancel, and three bond directions occur
for ring in find_rings(primitive, 6)[0]:
    points = np.array([primitive_pos[j] + np.array(s) @ primitive_cell for j, s in ring])
    steps = np.roll(points, -1, axis=0) - points
    assert np.allclose(steps[:3], -steps[3:], atol=1e-10)
    assert len({tuple(np.round(v / LATTICE * 4).astype(int)) for v in steps}) == 6

# Merged images: false rings, and lost true rings in the small cell
w_cubic, w_big = wrapping_length(cubic), wrapping_length(big)
merged_cubic, merged_big = count(merge_images(cubic), 8), count(merge_images(big), 8)
assert w_cubic == 4 and np.all(merged_cubic[:, 4] == 18)
assert np.all(merged_cubic[:, 5:] == 0)

# Disordered networks
one_switch, many_switches = switch_bonds(big, 1, 3), switch_bonds(big, 12, 3)
one_table, many_table = count(one_switch, 10), count(many_switches, 10)
for net, table in ((one_switch, one_table), (many_switches, many_table)):
    assert np.all(count(double_cell(net), 10) == np.vstack([table, table]))
    changed = np.flatnonzero(np.any(table != ideal, axis=1))[:4]
    graph = unroll(net, 5)
    middle = np.ravel_multi_index((2, 2, 2), (5, 5, 5)) * len(net)
    for atom in changed:
        assert np.all(exhaustive_count(graph, int(middle + atom), 10) == table[atom])
w_many = wrapping_length(many_switches)
merged_many = count(merge_images(many_switches), 8)
for w, merged, table in ((w_big, merged_big, ideal), (w_many, merged_many, many_table)):
    assert 3 <= w <= 8
    assert np.all(merged[:, :w] == table[:, :w])
    assert merged[:, w].sum() > table[:, w].sum()

# Rings per cell from explicit translation classes, also in the smallest cell
for net in (primitive, many_switches):
    classes = set()
    for rings in find_rings(net, 10):
        for ring in rings:
            nodes = sorted(ring)
            classes.add(tuple((j, subtract(s, nodes[0][1])) for j, s in nodes))
    class_count = np.bincount([len(c) for c in classes], minlength=11)
    assert np.all(class_count == per_cell(count(net, 10)))

# Bent bridges: move each oxygen off its axis to reach the real bond length
ideal_bond = np.linalg.norm(BONDS[0]) / 2
offset = np.sqrt(REAL_BOND ** 2 - ideal_bond ** 2)
bridge_angle = 2 * np.degrees(np.arcsin(ideal_bond / REAL_BOND))
sideways = np.cross(axes, np.random.default_rng(5).normal(size=axes.shape))
sideways *= offset / np.linalg.norm(sideways, axis=1)[:, None]
bent, _, bent_next_shell = build_network(big_cell, silicon, oxygen + sideways)
assert bent == big

# Thermal fluctuation of one Si-O bond, harmonic quantum estimate
stiffness, anneal = 400.0, 1273.0        # rough N/m; K
mass = 28.0 * 16.0 / 44.0 * const.atomic_mass
omega = np.sqrt(stiffness / mass)
thermal = 1e9 * np.sqrt(const.hbar / (2 * mass * omega)
                        / np.tanh(const.hbar * omega / (2 * const.k * anneal)))
margin = (CUTOFF - REAL_BOND) / thermal

# One missing oxygen bridge
vacancy = [list(links) for links in big]
partner, shift = vacancy[0][0]
vacancy[0].remove((partner, shift))
vacancy[partner].remove((0, subtract(ZERO, shift)))
vacancy_table = count(vacancy, 10)
lost_rings = per_cell(ideal)[6] - per_cell(vacancy_table)[6]
lost_memberships = ideal[:, 6].sum() - vacancy_table[:, 6].sum()
assert lost_rings == 6 and lost_memberships == 36
si_density = 8 / (LATTICE * 1e-7) ** 3
vacancy_density = 1e19
vacancy_change = lost_memberships * vacancy_density / si_density

# Films of a few (001) silicon layers, cut from a taller cell
tall_cell = LATTICE * np.diag([1, 1, 2])
tall, tall_pos, _ = build_network(tall_cell, *silica(cubic_sites((1, 1, 2)))[:2])
layer_of = np.round(4 * tall_pos[:, 2] / LATTICE).astype(int) % 8
film_mean = {}
for layers in (3, 4, 5, 6, 7):
    kept = {int(i): k for k, i in enumerate(np.flatnonzero(layer_of < layers))}
    film = [[(kept[j], s) for j, s in tall[i] if j in kept] for i in kept]
    film_mean[layers] = count(film, 6)[:, 6].mean()
    assert abs(film_mean[layers] - 12 * (1 - 3 / layers)) < 1e-12


def show(label, values):
    print(f"{label}: " + " ".join(str(int(v)) for v in values))


print(f"cubic lattice constant (rough): {LATTICE:.3f} nm")
print(f"Si-O cutoff: {CUTOFF:.3f} nm")
print(f"ideal straight-bridge Si-O length: {ideal_bond:.4f} nm")
print(f"ideal Si-Si distance: {2 * ideal_bond:.4f} nm")
print(f"next Si-O distance, ideal: {next_shell:.4f} nm")
print(f"silicon density: {si_density:.3e} cm^-3")
print(f"six-ring density: {per_cell(ideal)[6] / len(big) * si_density:.3e} cm^-3")
print("Rings through one silicon, ideal crystal")
show("  2-Si cell, L=3..12", count(primitive, 12)[0, 3:])
show("  8-Si cell, L=3..10", count(cubic, 10)[0, 3:])
show("  64-Si cell, L=3..10", ideal[0, 3:])
show("  open cluster, exhaustive, L=3..10", open_count[3:])
print("Merged images, rings through one silicon")
print(f"  shortest wrapping path, 8-Si cell: {w_cubic} bridges")
show("  8-Si cell, L=3..8", merged_cubic[0, 3:])
print(f"  shortest wrapping path, 64-Si cell: {w_big} bridges")
show("  64-Si cell, L=3..8", merged_big[0, 3:])
print("Rings per 64-Si cell, L=3..10")
show("  ideal", per_cell(ideal)[3:])
show("  1 bond switch", per_cell(one_table)[3:])
show("  12 bond switches", per_cell(many_table)[3:])
show("  1 missing oxygen", per_cell(vacancy_table)[3:])
print("Network with 12 bond switches")
six = many_table[:, 6]
print(f"  six-rings per Si: min {six.min()}, mean {six.mean():.3f}, max {six.max()}")
print(f"  shortest wrapping path: {w_many} bridges")
show("  true ring memberships, L=3..8", many_table.sum(axis=0)[3:9])
show("  merged-image memberships, L=3..8", merged_many.sum(axis=0)[3:])
print(f"  longest unrelaxed Si-Si link: {longest_link(many_switches, big_pos, big_cell):.3f} nm")
print("Neglected effects")
print(f"  real Si-O length (rough): {REAL_BOND:.3f} nm")
print(f"  oxygen offset from axis: {offset:.4f} nm")
print(f"  Si-O-Si angle after bending: {bridge_angle:.1f} degrees")
print(f"  next Si-O distance, bent: {bent_next_shell:.4f} nm")
print(f"  Si-O stiffness (rough): {stiffness:.0f} N/m")
print(f"  anneal temperature: {anneal:.0f} K")
print(f"  rms bond-length fluctuation: {thermal:.4f} nm")
print(f"  cutoff margin: {margin:.1f} rms fluctuations")
print(f"  six-rings lost per missing oxygen: {lost_rings}")
print(f"  vacancy density (rough): {vacancy_density:.1e} cm^-3")
print(f"  loss of mean six-ring count: {vacancy_change:.4f} per Si")
for layers, mean in film_mean.items():
    print(f"  film {layers} layers, {layers * LATTICE / 4:.2f} nm: {mean:.3f} six-rings per Si")
print("all tests passed")
```

Output:

```
cubic lattice constant (rough): 0.720 nm
Si-O cutoff: 0.200 nm
ideal straight-bridge Si-O length: 0.1559 nm
ideal Si-Si distance: 0.3118 nm
next Si-O distance, ideal: 0.3923 nm
silicon density: 2.143e+22 cm^-3
six-ring density: 4.287e+22 cm^-3
Rings through one silicon, ideal crystal
  2-Si cell, L=3..12: 0 0 0 12 0 0 0 0 0 0
  8-Si cell, L=3..10: 0 0 0 12 0 0 0 0
  64-Si cell, L=3..10: 0 0 0 12 0 0 0 0
  open cluster, exhaustive, L=3..10: 0 0 0 12 0 0 0 0
Merged images, rings through one silicon
  shortest wrapping path, 8-Si cell: 4 bridges
  8-Si cell, L=3..8: 0 18 0 0 0 0
  shortest wrapping path, 64-Si cell: 8 bridges
  64-Si cell, L=3..8: 0 0 0 12 0 114
Rings per 64-Si cell, L=3..10
  ideal: 0 0 0 128 0 0 0 0
  1 bond switch: 0 0 2 118 8 0 0 0
  12 bond switches: 0 2 12 54 50 13 2 3
  1 missing oxygen: 0 0 0 122 0 0 0 3
Network with 12 bond switches
  six-rings per Si: min 0, mean 5.062, max 12
  shortest wrapping path: 6 bridges
  true ring memberships, L=3..8: 0 8 60 324 350 104
  merged-image memberships, L=3..8: 0 8 60 390 1246 1144
  longest unrelaxed Si-Si link: 0.785 nm
Neglected effects
  real Si-O length (rough): 0.160 nm
  oxygen offset from axis: 0.0361 nm
  Si-O-Si angle after bending: 154.0 degrees
  next Si-O distance, bent: 0.3661 nm
  Si-O stiffness (rough): 400 N/m
  anneal temperature: 1273 K
  rms bond-length fluctuation: 0.0069 nm
  cutoff margin: 5.8 rms fluctuations
  six-rings lost per missing oxygen: 6
  vacancy density (rough): 1.0e+19 cm^-3
  loss of mean six-ring count: 0.0168 per Si
  film 3 layers, 0.54 nm: 0.000 six-rings per Si
  film 4 layers, 0.72 nm: 3.000 six-rings per Si
  film 5 layers, 0.90 nm: 4.800 six-rings per Si
  film 6 layers, 1.08 nm: 6.000 six-rings per Si
  film 7 layers, 1.26 nm: 6.857 six-rings per Si
all tests passed
```
